# Leaked core charge: uniform interstitial spreading versus renormalization in the sphere

## The problem

In an augmented-plane-wave calculation the core states are found from a spherical potential around each nucleus. Their density is then represented inside the atomic sphere of radius $R$. A small part of it lies outside, and the cell is not neutral unless that charge is put somewhere. Two simple repairs are to spread it uniformly through the interstitial region, or to scale up the core density inside the sphere. This exercise finds how far each repair moves the electrostatic potential energy of an electron at the nucleus.

**Model.** A closed shell of $N$ electrons sits on every site of a bcc lattice with cubic constant $a$. Its number density is

$$n(r)=\frac{N\kappa^3}{8\pi}e^{-\kappa r},$$

which integrates to $N$. The primitive cell has volume $\Omega=a^3/2$, the sphere volume is $V=4\pi R^3/3$, and the interstitial volume is $\Omega_I=\Omega-V$. The spheres do not overlap. Hartree atomic units are used.

Three periodic densities are compared:

- **T**: the true tails, superposed from all sites.
- **U**: each core density is cut at its own $R$, and the lost charge $q$ per site is spread uniformly over $\Omega_I$.
- **N**: each core density is cut at $R$, and what remains is multiplied by $N/(N-q)$.

All other charge is frozen. Let $v$ be the repulsion energy of an electron with the shell density, with the zero of energy chosen so that $v$ averages to zero over the cell. The shifts are $\Delta_U=v_U(0)-v_T(0)$ and $\Delta_N=v_N(0)-v_T(0)$. A positive shift raises the energy of an electron at the nucleus.

**Questions.**

1. Find $q$, and the averages of $1/r$ and $r^2$ over the tail and over the inner part of the shell.
2. Write $v(0)$ as an integral of the density of one site times a fixed function, and find the spherical average of that function.
3. Express $\Delta_U$ and $\Delta_N$ through averages of that function.
4. Evaluate both for $a=6$ bohr, $N=6$, $\kappa=4$ bohr$^{-1}$ and $R=2.5$ bohr. These are round model parameters. Explain the sizes and signs.

## Hints

**Hint 1.** With $t=\kappa r$, every radial integral becomes $J_m(x)=\int_x^\infty t^m e^{-t}\,dt$, where $x=\kappa R$. Integrate by parts.

**Hint 2.** Consider the potential of unit point charges on the lattice in a uniform neutralizing background. Gauss's law gives its spherical average about a site up to one constant.

**Hint 3.** A uniform density contributes nothing to a potential whose cell average is zero. Write the interstitial charge as a uniform density minus a ball on each site.

## Solution

### 1. The leaked charge and the radial averages

Integration by parts gives $J_m=x^me^{-x}+mJ_{m-1}$, with $J_0=e^{-x}$. Hence

$$J_1=(x+1)e^{-x},\qquad J_2=(x^2+2x+2)e^{-x},$$
$$J_4=(x^4+4x^3+12x^2+24x+24)e^{-x}.$$

The volume element $4\pi r^2dr$ turns the prefactor of $n$ into $N\kappa^3/2$. Substituting $r=t/\kappa$,

$$q=\int_{r>R}n\,d^3r=\frac N2J_2=Ne^{-x}\left(1+x+\frac{x^2}{2}\right),$$
$$\int_{r>R}\frac nr\,d^3r=\frac{N\kappa}{2}J_1,\qquad \int_{r>R}nr^2\,d^3r=\frac{N}{2\kappa^2}J_4 .$$

Let $\langle\cdot\rangle_{\rm out}$ and $\langle\cdot\rangle_{\rm in}$ be averages weighted with $n$ outside and inside $R$. Dividing by $q$,

$$\left\langle\frac1r\right\rangle_{\rm out}=\kappa\frac{x+1}{x^2+2x+2},\qquad
\langle r^2\rangle_{\rm out}=\frac{x^4+4x^3+12x^2+24x+24}{\kappa^2(x^2+2x+2)} .$$

Over all space $J_m(0)=m!$, so the full integrals of $n/r$ and $nr^2$ are $N\kappa/2$ and $12N/\kappa^2$. The inner part is the remainder:

$$\left\langle\frac1r\right\rangle_{\rm in}=\frac{N\kappa/2-q\langle1/r\rangle_{\rm out}}{N-q},\qquad
\langle r^2\rangle_{\rm in}=\frac{12N/\kappa^2-q\langle r^2\rangle_{\rm out}}{N-q}.$$

### 2. One function for every density

Let $\psi$ be the periodic function with zero cell average that satisfies

$$\nabla^2\psi=-4\pi\left[\sum_{\mathbf L}\delta(\mathbf r-\mathbf L)-\frac1\Omega\right],$$

where $\mathbf L$ runs over the lattice sites. If a density $f$ is placed on every site, its potential energy is $v(\mathbf r)=\int f(\mathbf r')\psi(\mathbf r-\mathbf r')\,d^3r'$. This satisfies Poisson's equation with the mean density removed, and its cell average is zero. The mean density is the same in T, U and N, so its removal cancels in the shifts. The lattice has inversion symmetry, so $\psi$ is even and

$$v(0)=\int f(\mathbf r)\,\psi(\mathbf r)\,d^3r .$$

For spherical $f$ only the spherical average $\psi_0(r)$ enters. Integrating the equation for $\psi$ over a sphere of radius $r$ about the origin gives

$$r^2\frac{d\psi_0}{dr}=-1-M(r)+\frac{4\pi r^3}{3\Omega},$$

where $M(r)$ is the number of other sites closer than $r$. Dividing by $r^2$ and integrating, with $\psi_0$ continuous at each site distance $d_j$,

$$\psi_0(r)=\frac1r+\xi+\frac{2\pi r^2}{3\Omega}+\sum_{d_j<r}\left(\frac1r-\frac1{d_j}\right).$$

The constant $\xi$ is the value of $\psi-1/r$ at the origin. An Ewald sum supplies it. Replace each point charge by a Gaussian charge with potential $\mathrm{erf}(\eta r)/r$, summed over reciprocal vectors $\mathbf G$, and add the difference $\mathrm{erfc}(\eta r)/r$ in real space. The cell average of the real-space part is $\pi/(\eta^2\Omega)$ and must be subtracted. At the origin, $[\mathrm{erfc}(\eta r)-1]/r$ tends to $-2\eta/\sqrt\pi$. Therefore

$$\xi=\sum_j\frac{\mathrm{erfc}(\eta d_j)}{d_j}+\frac{4\pi}{\Omega}\sum_{\mathbf G\ne0}\frac{e^{-G^2/4\eta^2}}{G^2}-\frac{2\eta}{\sqrt\pi}-\frac{\pi}{\eta^2\Omega}.$$

The result does not depend on $\eta$, which merely divides the work between the two sums.

### 3. The two shifts

For the true density,

$$v_T(0)=(N-q)\langle\psi_0\rangle_{\rm in}+q\langle\psi_0\rangle_{\rm out}.$$

In U the spread charge has density $\rho_I=q/\Omega_I$ in the interstitial. This equals $\rho_I$ everywhere minus a ball of density $\rho_I$ on each site. The uniform part contributes zero. With $\bar\psi_V$ the plain volume average of $\psi$ over the sphere,

$$v_U(0)=(N-q)\langle\psi_0\rangle_{\rm in}-\rho_IV\bar\psi_V .$$

The zero cell average of $\psi$ means $V\bar\psi_V+\Omega_I\bar\psi_I=0$, where $\bar\psi_I$ is the interstitial average. Hence $-\rho_IV\bar\psi_V=\rho_I\Omega_I\bar\psi_I=q\bar\psi_I$, and

$$\boxed{\Delta_U=q\left(\bar\psi_I-\langle\psi_0\rangle_{\rm out}\right)}$$

In N the inner contribution is multiplied by $N/(N-q)$, so it becomes $N\langle\psi_0\rangle_{\rm in}$. Subtracting $v_T(0)$,

$$\boxed{\Delta_N=q\left(\langle\psi_0\rangle_{\rm in}-\langle\psi_0\rangle_{\rm out}\right)}$$

Both repairs take $q$ from the tail. They differ in where they put it.

The average of $1/r$ over a ball is $3/(2R)$ and that of $r^2$ is $3R^2/5$, so

$$\bar\psi_V=\frac{3}{2R}+\xi+\frac{2\pi R^2}{5\Omega},\qquad \bar\psi_I=-\frac{V}{\Omega_I}\bar\psi_V .$$

### 4. Numbers and their meaning

The volumes are $\Omega=108$, $V=65.450$ and $\Omega_I=42.550$ bohr$^3$. The nearest-neighbour distance is 5.196 bohr, so spheres of radius 2.5 bohr do not overlap. The Ewald sum gives $\xi=-0.60654$ bohr$^{-1}$.

With $x=10$,

$$q=6e^{-10}(1+10+50)=0.016616,$$

or 0.28% of the shell. The averages of $1/r$ are

$$\left\langle\frac1r\right\rangle_{\rm out}=4\cdot\frac{11}{122}=0.36066,\qquad
\left\langle\frac1r\right\rangle_{\rm in}=\frac{12-0.016616\cdot0.36066}{5.983384}=2.00455$$

in bohr$^{-1}$. The $r^2$ terms of $\psi_0$, from the formulas of part 1, are 0.1536 for the tail and 0.0142 for the inner part. The results here and below are computed from unrounded terms, so a last digit may differ by one from the sum of the rounded terms shown. In bohr$^{-1}$,

$$\langle\psi_0\rangle_{\rm out}=0.3607-0.6065+0.1536=-0.0923,$$
$$\langle\psi_0\rangle_{\rm in}=2.0046-0.6065+0.0142=1.4122,$$
$$\bar\psi_V=0.6000-0.6065+0.0727=0.0662,$$
$$\bar\psi_I=-\frac{65.450}{42.550}\cdot0.0662=-0.1018 .$$

The sum over sites with $d_j<r$ was kept. It contributes $-1.0\times10^{-7}$ hartree to $v_T(0)$, which is negligible here. With one more digit in the small difference,

$$\Delta_U=0.016616\,(-0.10180+0.09226)=-0.000159\ \text{hartree}=-4.3\ \text{meV},$$
$$\Delta_N=0.016616\,(1.4122+0.0923)=0.0250\ \text{hartree}=0.680\ \text{eV}.$$

The renormalization error is about 160 times the uniform-spreading error in magnitude.

**Why $\Delta_N$ is large.** Renormalization carries $q$ from just outside the sphere to the typical radii of the shell. The $1/r$ term alone changes by $2.005-0.361=1.644$ bohr$^{-1}$, and the $r^2$ term takes back 0.139. For a compact shell, with $\kappa$ large at fixed $R$, $\langle1/r\rangle_{\rm in}$ tends to $\kappa/2$, $\langle r^2\rangle_{\rm in}$ tends to $12/\kappa^2$ so that the inner $r^2$ term drops out, and the tail gathers at $r=R$. Then

$$\frac{\Delta_N}{q}\simeq\frac\kappa2-\frac1R-\frac{2\pi R^2}{3\Omega}.$$

Here this is $2-0.40-0.12=1.48$ bohr$^{-1}$, close to the full 1.50. The tail alone does not fix $\Delta_N$. A shell with the same $q$ and the same tail but its inner charge farther out would have a smaller $\langle1/r\rangle_{\rm in}$ and a smaller shift. The model density peaks at the nucleus like a 1s orbital, whereas a real six-electron shell is p-like and vanishes there. For $n\propto r^2e^{-\kappa r}$, $\langle1/r\rangle_{\rm in}$ tends to $\kappa/4$; choosing $\kappa=5.37$ bohr$^{-1}$ to give the same $q$ yields $\langle1/r\rangle_{\rm in}=1.34$ bohr$^{-1}$, $\Delta_N=0.38$ eV, $\Delta_U=-4.2$ meV and a ratio near 90. If deeper shells are scaled together with the leaking one, $\langle1/r\rangle_{\rm in}$ is that of the whole core and the shift is larger. The values 0.680 eV and 160 thus belong to the chosen shape.

**Why $\Delta_U$ is small and negative.** Uniform spreading moves charge between places where $\psi$ has nearly the same value. For $r$ below the nearest-neighbour distance, $d\psi_0/dr=-1/r^2+4\pi r/(3\Omega)$ vanishes at $S=(3\Omega/4\pi)^{1/3}=2.954$ bohr. This lies close outside the sphere surface, and $\psi_0$ is flat around it. The minimum value is

$$\psi_0(S)=\frac{3}{2S}+\xi=0.5078-0.6065=-0.0988\ \text{bohr}^{-1},$$

because $2\pi S^2/(3\Omega)=1/(2S)$. The interstitial average, $-0.1018$, is lower still. This is possible because the interstitial region is not spherical about a site, and $\psi$ itself can fall below its spherical average. In this geometry, therefore, $\Delta_U$ is negative for any spherical tail that keeps within the nearest-neighbour distance.

**Limits of the result.** The shifts are electrostatic and not self-consistent; the response of the valence electrons and the change in exchange and correlation are left out. They apply to an electron at the nucleus, and so approximately to a level much more compact than the shell. An electron of the shell itself feels the renormalized charge averaged over its own orbit: $\langle1/r\rangle_{\rm in}$ is replaced by the mean inverse distance between two points of the shell, close to $5\kappa/16=1.25$ bohr$^{-1}$, and the first-order shift falls to about 0.34 eV, half the value at the nucleus. A slow tail also changes the picture: for $\kappa=1.5$ bohr$^{-1}$ and the same spheres, $q=1.66$ of the 6 electrons. Charge lying past other nuclei then raises $\Delta_U$ by 0.023 hartree, to $-0.061$ hartree. Such a shell is not a core shell for this sphere.

## Variation 1: zero of energy at the interstitial average

*How do the shifts change if energies are measured from the interstitial average of the potential?*

Let $\delta v$ be the change of $v$ relative to T. The new shift is $D=\delta v(0)-\overline{\delta v}_I$. The cell average of $\delta v$ is zero, so $\overline{\delta v}_I=-(V/\Omega_I)\overline{\delta v}_V$ and

$$D=\delta v(0)+\frac{V}{\Omega_I}\,\overline{\delta v}_V .$$

**Uniform spreading.** Consider the sphere at the origin. Removing its own tail changes the potential inside by a constant. The spread charge lies outside all spheres, so its potential is harmonic inside, and its sphere average equals its central value. If nothing else changed, $\overline{\delta v}_V=\Delta_U$ and $D_U=\Delta_U\Omega/\Omega_I=-0.00040$ hartree.

The tails of the neighbours, however, enter the sphere and are removed too. At distance $s>R$ from its own nucleus, a tail has the potential $q/s+h(s)$, where

$$h(s)=\int_{r>s}n\left(\frac1r-\frac1s\right)d^3r=-Ne^{-\kappa s}\left(\frac1s+\frac\kappa2\right).$$

The last form follows from part 1 with $R$ replaced by $s$. The term $q/s$ is harmonic in the sphere at the origin, so its average there equals its central value. The term $h$ is not. Hence

$$\overline{\delta v}_V=\Delta_U-\sum_j\left[\int_{d_j-R}^{d_j+R}p_j(s)h(s)\,ds-h(d_j)\right],$$
$$p_j(s)=\frac{3s\,[R^2-(s-d_j)^2]}{4R^3d_j}.$$

Here $p_j$ is the distribution of distances from nucleus $j$ within the sphere. It is the area $2\pi s^2(1-\cos\theta)$ of the cap cut out by that sphere, with $\cos\theta=(s^2+d_j^2-R^2)/(2sd_j)$, divided by $V$. Gauss–Legendre quadrature gives a contribution of $+0.00003$ hartree to $D_U$. The total is $D_U=-0.00037$ hartree $=-10.1$ meV.

**Renormalization.** The density N minus U consists of $qn/(N-q)+\rho_I$ in each sphere and a uniform $-\rho_I$, which contributes nothing. Its sphere-averaged potential $A$ needs $\psi(\mathbf r-\mathbf r')$ averaged over $\mathbf r'$ in the sphere and over the directions of $\mathbf r$. The $1/|\mathbf r-\mathbf r'|$ part gives the potential of a uniform unit ball, $(3R^2-r^2)/(2R^3)$. The rest of $\psi$ has the constant Laplacian $4\pi/\Omega$ for separations below the nearest-neighbour distance, which exceeds $2R$. Its average over both directions is thus $\xi+2\pi(r^2+r'^2)/(3\Omega)$. Replacing $r'^2$ by $3R^2/5$ and collecting terms,

$$\chi(r)=\bar\psi_V-cr^2,\qquad c=\frac1{2R^3}-\frac{2\pi}{3\Omega},$$
$$A=q\left[\bar\psi_V-c\langle r^2\rangle_{\rm in}\right]+\frac{qV}{\Omega_I}\left[\bar\psi_V-\frac{3cR^2}{5}\right]=0.00143\ \text{hartree}.$$

Then

$$D_N=D_U+\Delta_N-\Delta_U+\frac V{\Omega_I}A=0.0270\ \text{hartree}=0.734\ \text{eV}.$$

The change of zero more than doubles the small shift and raises the large one by 8%. Uniform spreading remains the smaller error, now by a factor of about 72.

## Variation 2: smaller spheres

*Keep the shell and the lattice, and reduce $R$ to 2.25 and then to 2.0 bohr. Use the original zero of energy.*

At $R=2.0$ bohr, $x=8$ and $q=6e^{-8}(1+8+32)=0.0825$. The same formulas give:

| $R$ (bohr) | $q$ | $\Delta_U$ (eV) | $\Delta_N$ (eV) |
|---|---|---|---|
| 2.50 | 0.0166 | −0.0043 | 0.680 |
| 2.25 | 0.0374 | −0.0122 | 1.526 |
| 2.00 | 0.0825 | −0.0524 | 3.347 |

From the first row to the last, $q$ grows by a factor of 5.0 and $\Delta_N$ by 4.9, so the renormalization shift per leaked electron hardly changes. The uniform shift grows by a factor of 12. At $R=2.0$ bohr the averages are $\bar\psi_I=-0.085$ and $\langle\psi_0\rangle_{\rm out}=-0.062$ bohr$^{-1}$. Their difference is $-0.023$, against $-0.010$ at $R=2.5$ bohr. The tail now begins farther inside $S$, where $\psi_0$ is higher and steeper, and spreading it through the interstitial is a larger displacement in potential. Even this better repair is then wrong by about 50 meV at the nucleus.
